# Capture zones of islands nucleated at random along a step

Strained islands can nucleate along surface steps. Consider $N$ islands on a step of length $\mathcal L$, closed into a ring so that there are no ends. Their positions are independent and uniform, and their mean spacing is $L=\mathcal L/N$. Each island is a point that absorbs every adatom reaching it. Adatoms are supplied uniformly along the step and diffuse along it without bias. Existing islands do not influence where later ones nucleate; part (e) examines this assumption.

The capture zone of an island is the part of the step nearer to it than to any other island. Its length is $\Lambda$, and $s=\Lambda/L$. Distributions count each island once unless stated otherwise.

## (a) What does the zone measure?

**Find the rate at which an island with neighbouring gaps $g_1$ and $g_2$ collects adatoms, and compare it with its zone length.**

**Solution.** Let $F$ be the supply per unit length and time, $D$ the diffusivity and $n(x)$ the number of adatoms per unit length. In a gap $0<x<g$ the steady density obeys
$$D n''+F=0,\qquad n(0)=n(g)=0.$$
Integrating twice gives $n=-Fx^2/(2D)+Ax+B$. The condition at $x=0$ gives $B=0$, and that at $x=g$ gives $A=Fg/(2D)$. Hence
$$n(x)=\frac{F}{2D}\,x(g-x).$$
The flow into the left island is $Dn'(0)=Fg/2$; by symmetry the right island receives the same. An island therefore collects
$$F\,\frac{g_1+g_2}{2}=F\Lambda ,$$
because the boundaries of its zone are the midpoints of its two gaps.

A single adatom need not go to the nearest island. The equality holds for the average flow, since exchanges across a midpoint balance. If nucleation ends before most of the material arrives, the final island volume is nearly proportional to $\Lambda$.

## (b) How are the two gaps distributed?

**Tag one island. Find the joint distribution of its right gap $G_r$ and left gap $G_l$, first for finite $N$ and then for a long step at fixed $L$.**

**Solution.** The event $G_r>x$ and $G_l>y$ means that the other $N-1$ islands all avoid an arc of length $x+y$ around the tagged one. Each does so independently with probability $1-(x+y)/\mathcal L$, so for $x+y<\mathcal L$
$$S(x,y)=\left(1-\frac{x+y}{\mathcal L}\right)^{N-1}.$$
The joint density is $\partial^2S/\partial x\,\partial y$. Each derivative brings a factor $-1/\mathcal L$ and lowers the power by one; the two minus signs cancel:
$$p(x,y)=\frac{(N-1)(N-2)}{\mathcal L^2}\left(1-\frac{x+y}{\mathcal L}\right)^{N-3},\qquad N\ge3.$$

For a long step, put $\mathcal L=NL$. Since $(N-1)\ln[1-(x+y)/(NL)]\to-(x+y)/L$,
$$S(x,y)\to e^{-x/L}\,e^{-y/L}.$$
The product form shows that the two gaps become independent, each with density $e^{-g/L}/L$. On a finite ring they are not independent: a long gap on one side leaves less room on the other.

## (c) What is the zone distribution?

**Derive the density of $s$ for finite $N$, its variance, and its limit for a long step.**

**Solution.** Let $t=G_r+G_l$. The joint density depends on $x+y$ alone, so it is constant on the line $x+y=t$. For given $t$, the right gap runs from $0$ to $t$, which contributes a factor $t$:
$$p(t)=t\,\frac{(N-1)(N-2)}{\mathcal L^2}\left(1-\frac{t}{\mathcal L}\right)^{N-3}.$$
The zone is $\Lambda=t/2$, so $t=2Ls$ and $dt=2L\,ds$. With $L/\mathcal L=1/N$,
$$P_N(s)=2L\,p(2Ls)=4s\,\frac{(N-1)(N-2)}{N^2}\left(1-\frac{2s}{N}\right)^{N-3},\qquad 0<s<\frac N2 .$$
One factor of 2 comes from $t=2Ls$ and the other from $dt=2L\,ds$.

For the moments, put $u=2s/N$, whose density is $(N-1)(N-2)u(1-u)^{N-3}$ on $0<u<1$. The integral $\int_0^1u^a(1-u)^b\,du=a!\,b!/(a+b+1)!$ gives
$$\langle u\rangle=\frac2N,\qquad \langle u^2\rangle=\frac{6}{N(N+1)} .$$
Thus $\langle s\rangle=1$, as it must be, since the zones fill the step. The variance is
$$\operatorname{Var}_N(s)=\frac{N^2}{4}\,\frac{6}{N(N+1)}-1=\frac{N-2}{2(N+1)}.$$

As $N\to\infty$ at fixed $s$, the ratio $(N-1)(N-2)/N^2$ tends to 1 and the last factor tends to $e^{-2s}$. Therefore
$$\boxed{P(s)=4s\,e^{-2s}}$$
with variance $1/2$.

The independent gaps of part (b) give the same law directly. With $\gamma_i=g_i/L$ and $\gamma_1+\gamma_2=2s$,
$$P(s)=2\int_0^{2s}e^{-\gamma}e^{-(2s-\gamma)}\,d\gamma=2(2s)e^{-2s}=4s\,e^{-2s}.$$
The density vanishes at $s=0$ because a small zone needs two short gaps at once. A single gap has its largest density at zero length.

In a numerical test, 40000 random islands were placed on a ring and closely spaced probe points were assigned to their nearest islands. The resulting cumulative distribution differed from the law by at most 0.0029. For rings of six islands, the sampled variance was 0.2829, against 0.2857 from the finite-$N$ formula.

## (d) What does the law predict for a population?

**Find the cumulative law, the mode, the correlation of neighbouring zones and the mean zone around a random point of the step. Apply the law to islands with $L=100$ nm on a 5000 nm step.**

**Solution.** Integration by parts gives
$$C(s)=\int_0^s4u e^{-2u}\,du=\left[-2ue^{-2u}\right]_0^s+\int_0^s2e^{-2u}\,du=1-(1+2s)e^{-2s}.$$
The mode follows from $P'(s)=4(1-2s)e^{-2s}=0$, so $s=1/2$. The median solves $C(s)=1/2$, which gives $s=0.839$.

Neighbouring zones $(\gamma_1+\gamma_2)/2$ and $(\gamma_2+\gamma_3)/2$ share a gap. Each scaled gap has variance 1, so their covariance is $1/4$. Dividing by the zone variance $1/2$ gives a correlation of $1/2$. Neighbouring zones are therefore not independent samples.

A random point of the step falls in a zone with probability proportional to the zone's length. The density becomes $sP(s)$, with mean
$$\langle s^2\rangle=\int_0^\infty4s^3e^{-2s}\,ds=4\,\frac{3!}{2^4}=\frac32 .$$
Sampling by position instead of by island thus gives a different distribution.

For the example, $N=5000/100=50$. The figures below use the long-step law; on a closed step of 50 islands they shift slightly (median 85 nm, fraction below half the mean 0.257, about 4.4 islands above twice the mean). The modal zone is 50 nm, the median is 84 nm, and the standard deviation is $100/\sqrt2=71$ nm.

To convert zones into volumes, suppose that material from a band 50 nm wide reaches the step, with an effective thickness of 0.1 nm available to the islands. The mean volume is
$$\bar V=50\times0.1\times100=500\ \text{nm}^3 .$$
For a square pyramid of base width $b$ and height $0.1b$, $V=0.1b^3/3$. An island of mean volume therefore has
$$b=\left(\frac{3\times500}{0.1}\right)^{1/3}=24.7\ \text{nm}.$$
The fraction of islands above twice the mean volume is $1-C(2)=5e^{-4}=0.092$, or between four and five islands per step on average. The fraction below half the mean is $1-2e^{-1}=0.264$. Random placement alone gives a broad volume distribution, even with uniform supply and one island shape.

## (e) What if islands suppress nearby nucleation?

**Suppose that two adatoms can join into a stable island when they meet, but do so seldom enough that nearly all pairs in a gap, including those that meet, are captured without ever joining. Suppose also that the adatom density reaches its steady profile between nucleation events. How does the nucleation rate depend on the gap, and what happens to the zones?**

**Solution.** Because joining is rare, the adatoms stay nearly uncorrelated, and the local rate is proportional to $n^2$. Two adatoms on a line meet many times, so this is a strict condition: in a gap of 250 sites, $n^2$ overestimates the rate by about 10% when the joining probability per encounter is $10^{-3}$, and by a factor of about 2 when it is $10^{-2}$. If every first meeting succeeded, pairs would be used up at first contact and $n^2$ would overestimate the rate. New pairs appear at a rate proportional to the supply $Fg$ times the number of adatoms present, $Fg^3/(12D)$. In a gap many sites long that seldom holds more than one adatom, a nearly fixed fraction of these pairs would meet before capture, so the rate would grow as $g^4$ instead of the $g^5$ found below. With the profile from part (a), the total rate in a gap is
$$R(g)\propto\int_0^g x^2(g-x)^2\,dx=g^5\int_0^1v^2(1-v)^2\,dv=\frac{g^5}{30}.$$
Doubling a gap raises its rate by $2^5=32$. Within the gap, the position has density proportional to $x^2(g-x)^2$, largest at the middle. Long gaps are thus divided preferentially, and usually away from their ends.

This process was simulated on a ring, starting from one island and ending with 3000, in four runs. The scaled standard deviation was 0.287. When each new island was instead placed uniformly, with rate proportional to $g$, it was 0.705, close to the random-law value $1/\sqrt2=0.707$. Nucleation in sequence therefore does not by itself invalidate the law; the dependence on existing islands does.

At a fixed mean spacing of 100 nm, depletion changes the standard deviation from 71 to 29 nm. The fraction below half the mean falls from 0.264 to 0.031. The fraction above twice the mean falls from 0.092 to about $4\times10^{-4}$; this last value rests on few simulated zones and gives a rough size.

The random law suits nucleation at sites fixed in advance and placed independently at random, such as uncorrelated defects that all become active before depletion matters. It is not a general law for islands nucleating from a diffusing adatom population.

## (f) How large are the other geometric and kinetic corrections?

**Estimate the effects of finite step length, island width, discrete sites, adatom escape and random deposition, keeping random nucleation.**

**Solution.** For a closed step with $N=50$, the formula of part (c) gives a standard deviation $\sqrt{48/102}=0.686$ instead of 0.707. An open step also has two end zones, which this estimate omits.

Finite width matters more. Give each island the base width set by its zone, so that $b\propto s^{1/3}$. Neighbouring bases overlap if their gap is less than half the sum of their widths. In the simulated random population this occurs for 17.6% of neighbouring pairs. Such islands would touch, so the final population cannot be treated as 50 separate pyramids.

For discrete sites of spacing $a=0.4$ nm, let each be occupied independently with probability $p=a/L$. A gap of $k$ sites has probability $p(1-p)^{k-1}$. Then $\langle k\rangle=1/p$ and $\langle k(k-1)\rangle=2(1-p)/p^2$, so
$$\operatorname{Var}(k)=\frac{2(1-p)}{p^2}+\frac1p-\frac1{p^2}=\frac{1-p}{p^2}.$$
The scaled gap $pk$ has variance $1-p$, and the average of two independent gaps has variance $(1-p)/2$. The reduction is $0.4/100=0.4\%$ of the continuum variance.

If adatoms leave the step after a mean time $\tau$, then $Dn''-n/\tau+F=0$. With $\lambda^2=D\tau$ and absorbing ends,
$$n=F\tau\left[1-\frac{\cosh((x-g/2)/\lambda)}{\cosh(g/2\lambda)}\right],\qquad Dn'(0)=F\lambda\tanh\frac{g}{2\lambda}.$$
For $g\ll\lambda$, $\tanh z\simeq z-z^3/3$ gives a flow $(Fg/2)[1-g^2/(12\lambda^2)]$. Averaging the lost supply over exponential gaps, for which $\langle g^3\rangle=6L^3$, gives the lost fraction
$$\frac{\langle g^3\rangle}{12\lambda^2L}=\frac{L^2}{2\lambda^2}.$$

Let hopping in each direction and escape have equal rate prefactors, and let the escape barrier exceed the diffusion barrier by $\Delta E$. Since $D=a^2$ times the hop rate in one direction, $\lambda=a\exp[\Delta E/(2k_BT)]$. For $\Delta E=1.2$ eV at 850 K, $k_BT=0.0732$ eV and $\lambda\approx1.4\times10^3$ nm. The loss is about 0.2%. The exponential makes this estimate sensitive to the barrier difference and the temperature. With the full $\tanh$ expression, the loss is about 3% for $\Delta E=1.0$ eV and about 24% for 0.8 eV, so escape can be neglected only if the barrier difference is large enough.

With an atomic volume of 0.02 nm³, a mean island contains $500/0.02=25000$ atoms. For Poissonian arrivals the relative volume noise at fixed zone is $1/\sqrt{25000}=0.63\%$, far below the spread due to the zones.

## (g) Does elastic repulsion make the sites correlated?

**Estimate how a grown strained island changes nucleation at a distance $r$, using an isotropic elastic half-space.**

**Solution.** First find the response to a tangential surface load of wavenumber $q$. For material in $z>0$, take the plane-strain Airy function $\phi=ze^{-qz}\sin qx$. Its Laplacian is $-2qe^{-qz}\sin qx$, which is harmonic, so $\phi$ is biharmonic as required. At $z=0$,
$$\sigma_{zz}=\phi_{xx}=0,\qquad \sigma_{xz}=-\phi_{xz}=-q\cos qx,\qquad \sigma_{xx}=\phi_{zz}=-2q\sin qx .$$
The outward normal points along $-z$, so the applied traction is $-\sigma_{xz}=q\cos qx$. Plane strain gives $\sigma_{yy}=\nu\sigma_{xx}$ and $\epsilon_{xx}=(1-\nu^2)\sigma_{xx}/E$. Integration over $x$ gives $u_x=2(1-\nu^2)\cos qx/E$. The ratio of displacement to traction is
$$c(q)=\frac{2(1-\nu^2)}{Eq}.$$

Represent each island by an isotropic force dipole, with force density $\mathbf f=-P\nabla\delta$. Its Fourier component $-i\mathbf qP$ is parallel to $\mathbf q$, so $c(q)$ is the response needed. For fixed loads the interaction energy is $-\int\mathbf f_2\cdot\mathbf u_1\,d^2r$, hence
$$U=-P_1P_2\int\frac{d^2q}{(2\pi)^2}\,q^2c(q)e^{i\mathbf q\cdot\mathbf r}
=-\frac{(1-\nu^2)P_1P_2}{\pi E}\int_0^\infty q^2J_0(qr)\,dq .$$
Define the last integral with a damping factor $e^{-\eta q}$. Two derivatives of $\int_0^\infty J_0(qr)e^{-\eta q}dq=(r^2+\eta^2)^{-1/2}$ with respect to $\eta$ give $(2\eta^2-r^2)/(r^2+\eta^2)^{5/2}$, which tends to $-1/r^3$. Therefore
$$U(r)=\frac{(1-\nu^2)P_1P_2}{\pi E r^3}.$$
Dipoles of equal sign repel.

An unrelaxed island of volume $V$ and misfit $\epsilon_m$ has dipole magnitude $P=E\epsilon_mV/(1-\nu)$, the misfit stress times the volume. Take $E=130$ GPa, $\nu=0.27$ and $\epsilon_m=0.04$. The mean island then has $P=2.22\times10^4$ eV. A ten-atom nucleus has volume 0.2 nm³ and so $P=(0.2/500)\times2.22\times10^4=8.9$ eV.

At one base width, 24.7 nm, the energy is 0.0048 eV. If all of it is added to the nucleation barrier, the local rate falls by $1-e^{-0.0048/0.0732}$, about 6%. The island is as wide as this distance, so the point dipole is only a rough guide: spreading the dipole over the pyramid, in proportion to its local height, raises the energy to between 0.006 and 0.007 eV and the reduction to 8–9%, depending on direction. At the mean spacing the energy is only $7\times10^{-5}$ eV. The formula reaches $k_BT$ at 9.9 nm, inside the half-width of the island, where a point-dipole description fails. In this estimate the direct repulsion is weak at distances of one base width or more from the island's centre. Nearer the edge the point-dipole formula is unreliable; with the dipole spread over the pyramid, the energy is about $0.4\,k_BT$ at 4 nm from the middle of an edge and exceeds $k_BT$ within about 1 nm of it. Strain effects on diffusion, attachment and later coarsening are not included.

**Comparison with real growth.** The inputs are rough model values for molecular-beam growth of strained semiconductor islands on a stepped substrate. A misfit of a few per cent, bases of tens of nanometres and a growth temperature of several hundred kelvin belong to that regime. The supply band, effective thickness and barrier difference are choices that must be replaced for a particular surface. Where islands nucleate from diffusing adatoms, independent placement is the most doubtful of the assumptions examined here: the depletion model of part (e) moves the standard deviation from 71 to 29 nm at fixed mean spacing. That model treats two joined adatoms as a stable island and joining as rare. If every first meeting succeeds, the value becomes about 31 nm, and if a larger nucleus is needed it changes again. Base overlap is the next concern for these numbers, provided the barrier difference is near 1.2 eV; at 0.8 eV escape narrows the relative spread of volumes from 0.71 to about 0.5. The numerical output following this text lists the values used.

## Table of computed values

```
TESTS
largest cumulative error, 40000 islands: 0.0029
simulated zone variance: 0.505; law: 0.500
neighbour-zone correlation: 0.496
mean zone around a random point: 1.500
largest cumulative error, N=6: 0.0038
variance N=6: 0.2829; formula 0.2857
pair nucleation ratio, gap doubled: 32.000
repulsion, Fourier/formula: 0.9982
INPUTS (rough model values)
mean spacing: 100 nm; step length: 5000 nm
supply band: 50 nm; thickness: 0.1 nm
height/base: 0.1; site spacing: 0.4 nm
temperature: 850 K
escape minus diffusion barrier: 1.2 eV
Young modulus: 130 GPa; Poisson ratio: 0.27
misfit: 0.04; atomic volume: 0.02 nm^3
nucleus size: 10 atoms
RANDOM-LAW RESULTS
number of islands: 50
modal zone: 50.0 nm; median: 83.9 nm
median scaled zone: 0.8392
zone standard deviation: 70.7 nm
mean volume: 500 nm^3; its base: 24.7 nm
fraction below half the mean: 0.2642
fraction above twice the mean: 0.0916
expected islands above twice mean: 4.58
NEGLECTED EFFECTS
scaled sd, uniform sequential: 0.705
scaled sd, depleted pairs: 0.287
depleted fraction below half: 0.0312
depleted fraction above twice: 0.00042
neighbour pairs with overlapping bases: 0.176
scaled sd, closed step N=50: 0.6860
lattice reduction of variance: 0.40 %
thermal energy: 0.0732 eV
escape length: 1444 nm
supply lost by escape: 0.238 %
atoms in mean island: 25000
relative deposition noise: 0.63 %
island dipole: 22230 eV
nucleus dipole: 8.89 eV
repulsion at one base width: 0.00479 eV
rate reduction there: 6.33 %
repulsion at mean spacing: 7.19e-05 eV
distance where repulsion equals kT: 9.9 nm
```
